\section*{Why multifrequency capacitance separates traps by response time, and its limits}

\section{What one trap contributes}

\textbf{Q:} I measure the capacitance and loss of a thin semiconductor film at many frequencies and extract a subgap density of states. What does the frequency axis tell me about a single trap level?

\textbf{A:} It tells you the capacitance the level carries and the time it needs to respond. Take a thin n-type film with uniform potential, nondegenerate electrons of density $n$, and traps that exchange electrons with the conduction band alone. Leave out contact resistance, leakage and the resistance of the film itself, so that electrons reach every part of the film within a small fraction of a cycle. A level with occupation $f$, capture coefficient $c$ and emission rate $e$ obeys
\begin{equation}
\frac{df}{dt}=cn(1-f)-ef .
\end{equation}
In the steady state $f=cn/(cn+e)$. Now add a small potential $\delta\psi\,e^{j\omega t}$. The free electrons follow it at once, so $\delta n=n\,q\delta\psi/kT$, while $e$ stays fixed. To first order,
\begin{equation}
j\omega\,\delta f=cn(1-f)\frac{q\delta\psi}{kT}-(cn+e)\,\delta f .
\end{equation}
Solve for $\delta f$ and divide numerator and denominator by $cn+e$, using $cn/(cn+e)=f$:
\begin{equation}
\delta f=\frac{f(1-f)}{1+j\omega\tau}\,\frac{q\delta\psi}{kT},\qquad
\tau=\frac{1}{cn+e}=\frac{f}{cn}.
\end{equation}
With $N$ traps per area the trapped charge changes by $-qN\delta f$. Capacitance is minus the charge change divided by $\delta\psi$, so
\begin{equation}
K(\omega)=\frac{C_t}{1+j\omega\tau},\qquad C_t=\frac{q^2N}{kT}f(1-f).
\end{equation}
The admittance is $Y=j\omega K$. Energy, density and capture coefficient enter only through the two numbers $C_t$ and $\tau$.

\textbf{Q:} And a whole population of traps?

\textbf{A:} In this linear model the responses add:
\begin{equation}
K(\omega)=\int\frac{d\mu(\tau)}{1+j\omega\tau},
\end{equation}
where $d\mu(\tau)$ is the capacitance carried by traps with response times near $\tau$. At one bias, $\mu$ is all that the traps contribute. Free carriers add a constant $C_{\rm free}$, which is the same as a contribution at $\tau=0$.

\section{Equal and nearly equal times}

\textbf{Q:} Can two physically different traps then look the same at every frequency?

\textbf{A:} Yes. They need equal $\tau$ and equal $C_t$:
\begin{equation}
\frac{f_1}{c_1}=\frac{f_2}{c_2},\qquad N_1f_1(1-f_1)=N_2f_2(1-f_2).
\end{equation}
Measure energies from the Fermi level, at 300 K with $n=10^{16}\,\mathrm{cm^{-3}}$. Put trap 1 at $+0.05$ eV with $N_1=10^{10}\,\mathrm{cm^{-2}}$ and $c_1=10^{-11}\,\mathrm{cm^3/s}$. Trap 2 at $-0.03$ eV then needs $N_2=6.07\times10^{9}\,\mathrm{cm^{-2}}$ and $c_2=6.03\times10^{-11}\,\mathrm{cm^3/s}$. Both respond in $1.26\,\mu$s, and extending the frequency range does not help. If both are present, you see the sum of their capacitances at one time.

A change of bias does help, because the two occupations change by different factors. Lowering the Fermi level by 0.05 eV moves the times to 1.42 and $3.62\,\mu$s.

\textbf{Q:} So as soon as the times differ, I can separate them?

\textbf{A:} In principle, but the contrast sets in gradually. Let two levels carry fractions $a_1+a_2=1$ of the capacitance, and compare them with one level at the mean time $\bar\tau=a_1\tau_1+a_2\tau_2$. Write $X_i=1+j\omega\tau_i$ and $\bar X=a_1X_1+a_2X_2$. Then
\begin{align}
\frac{a_1}{X_1}+\frac{a_2}{X_2}-\frac1{\bar X}
&=\frac{(a_1X_2+a_2X_1)(a_1X_1+a_2X_2)-X_1X_2}{X_1X_2\bar X}\nonumber\\
&=\frac{(a_1^2+a_2^2-1)X_1X_2+a_1a_2(X_1^2+X_2^2)}{X_1X_2\bar X}\nonumber\\
&=\frac{a_1a_2\,(j\omega)^2(\tau_1-\tau_2)^2}{X_1X_2\bar X}.
\end{align}
The last line uses $a_1^2+a_2^2-1=-2a_1a_2$. For a small splitting the contrast is quadratic in $\Delta\tau=\tau_1-\tau_2$. With $x=\omega\bar\tau$ its magnitude is $a_1a_2(\Delta\tau/\bar\tau)^2\,x^2/(1+x^2)^{3/2}$. Setting the logarithmic derivative to zero gives $2/x=3x/(1+x^2)$, so the maximum lies at $x^2=2$ and equals $2a_1a_2(\Delta\tau/\bar\tau)^2/(3\sqrt3)$.

For equal fractions and a time ratio of 1.2 the peak contrast is 0.32\% of the total trap capacitance; for a ratio of 3 it is 10\%. An instrument with 1\% error in $K$ cannot reject the single level in the first case. A single level whose time and capacitance are both refitted comes closer still. Chosen to minimise the largest deviation, it leaves about 0.45 of the peak contrast in either case; a least-squares fit on a logarithmic frequency grid leaves about 0.6.

\section{Equality over a limited window}

\textbf{Q:} Could two distributions with different response times agree exactly over my window and differ outside it?

\textbf{A:} No, if the response times are bounded by some $T$. Let $\nu=\mu_A-\mu_B$ and
\begin{equation}
F(s)=\int_0^T\frac{d\nu(\tau)}{1+s\tau},\qquad s=j\omega .
\end{equation}
$F$ is analytic except on the negative real axis at $s\le-1/T$. If it vanishes on an interval of the imaginary axis, it vanishes throughout that connected region, including near $s=0$. There
\begin{equation}
F(s)=\sum_{k=0}^{\infty}(-s)^k\int_0^T\tau^k\,d\nu(\tau),
\end{equation}
so every moment of $\nu$ is zero. Polynomials approximate any continuous function on $[0,T]$ uniformly, hence $\nu=0$. A restricted window can therefore hide a difference below the measurement error, but it cannot remove it.

\textbf{Q:} How well can it be hidden? Show me two densities of states that I would call different.

\textbf{A:} Take a flat band of density $D$ per area and energy, centred on the Fermi level, with one capture coefficient. Let $\tau_0=1/(cn)$ and $z=j\omega\tau_0$, so that $\tau=f\tau_0$. Since $df=-f(1-f)\,dE/kT$, the factor $f(1-f)/kT$ in $C_t$ turns the energy integral into one over occupation. The limits are $\frac12\pm h$, because $f(-E)=1-f(E)$:
\begin{equation}
K_A=q^2D\int_{1/2-h}^{1/2+h}\frac{df}{1+zf}
=\frac{q^2D}{z}\ln\frac{1+z(\frac12+h)}{1+z(\frac12-h)} .
\end{equation}
The rival has $m$ sharp levels with the same $c$. Place them at the Gauss--Legendre nodes $x_i$ with weights $w_i$:
\begin{equation}
f_i=\tfrac12+hx_i,\qquad N_i=\frac{DkT\,h\,w_i}{f_i(1-f_i)},\qquad
K_B=q^2Dh\sum_{i=1}^m\frac{w_i}{1+zf_i}.
\end{equation}
This rule integrates polynomials up to degree $2m-1$ exactly, so the two distributions share their first $2m$ moments in $\tau$.

\textbf{Q:} What is the remaining difference?

\textbf{A:} Put $f=\frac12+hx$ and $x_0=(1/z+\frac12)/h$. Then $1+zf=zh(x_0+x)$ and $df=h\,dx$. Nodes and interval are symmetric, so $x$ may be replaced by $-x$:
\begin{equation}
K_A-K_B=\frac{q^2D}{z}\left[\int_{-1}^{1}\frac{dx}{x_0-x}-\sum_i\frac{w_i}{x_0-x_i}\right].
\end{equation}
Let $P_m$ be the Legendre polynomial whose zeros are the nodes. The quotient $[P_m(x_0)^2-P_m(x)^2]/(x_0-x)$ is a polynomial in $x$ of degree $2m-1$, because its numerator vanishes at $x=x_0$. The rule integrates it exactly, and $P_m(x_i)=0$, so
\begin{equation}
P_m(x_0)^2\sum_i\frac{w_i}{x_0-x_i}
=\int_{-1}^{1}\frac{P_m(x_0)^2-P_m(x)^2}{x_0-x}\,dx .
\end{equation}
Dividing by $P_m(x_0)^2$ and inserting the result leaves
\begin{equation}
K_A-K_B=\frac{q^2D}{z\,P_m(x_0)^2}\int_{-1}^{1}\frac{P_m(x)^2}{x_0-x}\,dx .
\end{equation}
Since $\operatorname{Im}x_0=-1/(\omega\tau_0h)$, the imaginary part of $1/(x_0-x)$ is positive for all $x$ in the interval. The integral cannot vanish, so these two admittances differ at every finite positive frequency.

For an upper bound use $|x_0-x|\ge1/(\omega\tau_0h)$ and $\int_{-1}^1P_m^2\,dx=2/(2m+1)$. With $K_A(0)=2hq^2D$,
\begin{equation}
\frac{|K_A-K_B|}{K_A(0)}\le\frac{1}{(2m+1)\,|P_m(x_0)|^2}.
\label{bound}
\end{equation}
Each factor of $|P_m(x_0)|^2$ is proportional to $(1/2h-x_i)^2+1/(\omega\tau_0h)^2$, which falls as $\omega$ rises. The bound at the top of the window therefore covers the whole window. For $\omega\tau_0\ll1$, $x_0\simeq1/(zh)$ and the mismatch falls as $\omega^{2m}$: slow driving reveals the low moments first.

\section{Numbers for a thin film}

\textbf{Q:} Is this relevant to frequencies I would use?

\textbf{A:} Take round model parameters: a 10 nm film, the same $n$ and temperature, $c=10^{-11}\,\mathrm{cm^3/s}$, and $D=2\times10^{11}\,\mathrm{cm^{-2}\,eV^{-1}}$ from $-0.1$ to $+0.1$ eV. Then $\tau_0=1/(10^{-11}\times10^{16})\,\mathrm{s}=10\,\mu$s and $h=0.4795$. The static trap capacitance is $30.7\,\mathrm{nF/cm^2}$ and the free carriers add $62.0\,\mathrm{nF/cm^2}$. Their sum is about a tenth of the film's geometric capacitance for relative permittivity 10, so the uniform-potential approximation holds to a few percent. Letting the small-signal potential vary across the film lowers the terminal capacitances below by about 2\% and the losses by about 3\%, almost equally for both trap populations, so the extra digits quoted serve only to compare the two cases.

Three levels replace the band: $1.23\times10^{10}\,\mathrm{cm^{-2}}$ at each of $\pm49.5$ meV and $0.88\times10^{10}\,\mathrm{cm^{-2}}$ at zero. Their times are 1.29, 5.00 and $8.71\,\mu$s. The band holds $4.00\times10^{10}$ traps per $\mathrm{cm^2}$ and the levels $3.34\times10^{10}$, so even the total differs by 16\% of the band value.

At 10 kHz, $\omega\tau_0=2\pi\times10^4\times10^{-5}=0.628$, and the bound (\ref{bound}) with $m=3$ is $1.19\times10^{-5}$. The largest mismatch found from 100 Hz to 10 kHz is $1.10\times10^{-5}$ of the static trap capacitance. Up to 1 MHz it reaches 1.8\%, and $\omega\tau$ then passes through unity for every trap in the band.

\textbf{Q:} I measure through a gate insulator. Does that change the comparison?

\textbf{A:} It reduces the magnitude of the complex capacitance difference. With film capacitance $C_s=C_{\rm free}+K$, the terminals show $C_m=C_{\rm ins}C_s/(C_{\rm ins}+C_s)$. Subtracting the two cases, the products $C_AC_B$ cancel:
\begin{equation}
C_{m,A}-C_{m,B}=\frac{C_{\rm ins}^2\,(C_A-C_B)}{(C_{\rm ins}+C_A)(C_{\rm ins}+C_B)} .
\end{equation}
Both film capacitances have nonnegative real parts, so each factor $|C_{\rm ins}/(C_{\rm ins}+C)|$ is at most one. For known $C_{\rm ins}$ the relation is invertible, so the insulator creates no new exact ambiguity.

Take $C_{\rm ins}=100\,\mathrm{nF/cm^2}$. At 10 kHz the terminal capacitance, $\operatorname{Re}C_m$, is $47.3155\,\mathrm{nF/cm^2}$ in both cases, and the losses $G/\omega=-\operatorname{Im}C_m$ are 2.2765 and $2.2766\,\mathrm{nF/cm^2}$. At 1 MHz the losses are 0.703 for the band and $0.621\,\mathrm{nF/cm^2}$ for the levels, a 12\% difference relative to the band. The capacitances there still differ by only 0.2\%, so at this frequency the loss is the more telling signal if both are measured with the same relative error. The absolute differences, 0.083 and $0.071\,\mathrm{nF/cm^2}$, are similar. These figures assume that the film charges without delay. If electrons must enter from side contacts, the film's resistance adds its own loss: for a mobility of $10\,\mathrm{cm^2/Vs}$ and contacts $5\,\mu$m apart, the losses at 1 MHz become about 11.0 and $10.9\,\mathrm{nF/cm^2}$, and the relative contrast falls below 1\%.

\section{Getting the distribution back}

\textbf{Q:} If exact data determine the distribution, can a better inversion rescue a narrow window?

\textbf{A:} It cannot supply information that lies below the error. From six exact complex values of the trap response between 100 Hz and 10 kHz, the three times are recovered to better than $10^{-15}$ when the equations are solved in 60-digit arithmetic; in double precision the error is already about $10^{-8}$. Change those values by one part in $10^4$, with alternating sign, and the same equations return complex numbers, which are not response times at all. In the worst case the nearest of them misses a true time by 2.5 times its value. This figure belongs to that direct solution, which does not force the times to be real. A smoothing fit may be steadier, but its preference between the band and the levels then comes from the assumption of smoothness.

\textbf{Q:} Would a window far above all the trap rates be better?

\textbf{A:} Not by itself. If $\omega\tau\gg1$ for every trap, then to leading order
\begin{equation}
K(\omega)\simeq\frac{1}{j\omega}\int\frac{d\mu(\tau)}{\tau},
\end{equation}
and you learn one number. The window should span the response times, with $\omega\tau$ going from below to above unity.

\textbf{Q:} What if my instrument stops at 10 kHz?

\textbf{A:} Move the Fermi level. When it is lowered by 0.1 eV, the static trap capacitance is $16.0\,\mathrm{nF/cm^2}$ for the band and $9.6\,\mathrm{nF/cm^2}$ for the levels, a 40\% drop relative to the band. The factor $f(1-f)$ samples an energy range of a few $kT$ around the Fermi level, which now sits at the band edge but 50 meV below the lowest discrete level.

The measurement must be slow enough. The electron density falls by $e^{0.1/0.02585}\simeq48$, so $\tau_0$ grows to about 0.48 ms. The slowest traps, at the band edge with $f=\frac12$, respond in half that time, and the static value requires frequencies well below $1/(\pi\tau_0)\simeq665$ Hz. Extracting the trap part from the low-frequency capacitance alone also requires the free-carrier part at that bias; a change of the film capacitance $C_s$ with frequency does not, because the constant free-carrier part cancels once the known $C_{\rm ins}$ has been removed from the terminal data. The numerical output lists the other values of $m$ and the intermediate frequency.

\section*{Numbers as computed}
\begin{verbatim}
Temperature 300 K, kT = 0.025852 eV
Electron density 1.0e+16 cm^-3, capture 1.0e-11 cm^3/s
tau0 = 10.000 us; film thickness 10.0 nm
Band: D = 2.0e+11 cm^-2 eV^-1, E from -0.10 to 0.10 eV
Band occupations 0.02047 to 0.97953, h = 0.47953
Static trap capacitance 30.7317 nF/cm^2
Free-carrier capacitance 61.9750 nF/cm^2
Insulator capacitance 100.0 nF/cm^2
Film/geometric capacitance (eps_r=10): 0.1047
Level 1: E = 49.475 meV, N = 1.2295e+10 cm^-2, f = 0.12856, tau = 1.2856 us
Level 2: E = 0.000 meV, N = 8.8155e+09 cm^-2, f = 0.50000, tau = 5.0000 us
Level 3: E = -49.475 meV, N = 1.2295e+10 cm^-2, f = 0.87144, tau = 8.7144 us
Total density: band 4.0000e+10, three levels 3.3406e+10 cm^-2
m=1 max mismatch/static: 100 Hz-10 kHz 2.524e-02, to 1 MHz 1.284e-01
m=1 bound at 10 kHz: 2.754e-02
m=2 max mismatch/static: 100 Hz-10 kHz 5.346e-04, to 1 MHz 4.269e-02
m=2 bound at 10 kHz: 5.802e-04
m=3 max mismatch/static: 100 Hz-10 kHz 1.097e-05, to 1 MHz 1.795e-02
m=3 bound at 10 kHz: 1.190e-05
m=4 max mismatch/static: 100 Hz-10 kHz 2.225e-07, to 1 MHz 8.335e-03
m=4 bound at 10 kHz: 2.412e-07
10000 Hz: omega*tau0 = 0.6283
  band: terminal C = 47.315545, G/omega = 2.276481 nF/cm^2
  levels: terminal C = 47.315509, G/omega = 2.276568 nF/cm^2
100000 Hz: omega*tau0 = 6.2832
  band: terminal C = 40.836966, G/omega = 3.262373 nF/cm^2
  levels: terminal C = 40.906315, G/omega = 3.373552 nF/cm^2
1000000 Hz: omega*tau0 = 62.8319
  band: terminal C = 38.395143, G/omega = 0.703036 nF/cm^2
  levels: terminal C = 38.323727, G/omega = 0.620515 nF/cm^2
Max terminal gap to 10 kHz: 9.375e-05, to 1 MHz: 2.043e-01 nF/cm^2
Fermi shift -0.10 eV: static trap C, band 16.0078, levels 9.6102 nF/cm^2
Twin 1: E=0.05 eV, N=1.000e+10 cm^-2, c=1.000e-11 cm^3/s
Twin 2: E=-0.03 eV, N=6.074e+09 cm^-2, c=6.029e-11 cm^3/s
Common twin response time 1.2630 us
Twins after -0.05 eV shift: tau = 1.4160 and 3.6225 us
Twin contrast after shift / static C of twin 1: 5.5449
Two-level peak mismatch: time ratio 1.2 0.00319, ratio 3 0.10194 of total C
Recovery error of times, exact data: 4.35e-16 (relative)
Recovery error, data perturbed by 1e-04: 2.469e+00 (relative)
\end{verbatim}
